# Polar-optical phonon scattering in a quantum well with envelope form factor

An electron moves freely in the plane of a quantum well and occupies the lowest subband across it. In a polar semiconductor the longitudinal optical vibrations carry an electric field, which scatters the electron. The task is to find the scattering rate as a function of the electron's energy, first for any well profile and then for a thin well.

**Model and conventions.** Hartree atomic units are used, so $\hbar=1$ and a phonon of frequency $\omega$ has energy $\omega$. The in-plane mass is $m$, the in-plane wave vector is $\mathbf k$, and $E=k^2/2m$ is the in-plane kinetic energy, counted from the subband bottom. The state is
$$\psi_{\mathbf k}=A^{-1/2}\,\varphi(z)\,e^{i\mathbf k\cdot\boldsymbol\rho},\qquad \int\varphi^2\,dz=1,$$
with $\varphi$ real, $\boldsymbol\rho$ the in-plane position and $A$ the area. The phonons are those of a uniform medium of volume $V$, all with the same $\omega$. Confined and interface modes, screening by other electrons and nonparabolicity are left out. Final states are empty, and transitions to higher subbands are excluded until their energy is examined in part (g). Rates are taken to lowest order in the coupling. Define
$$\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s},\qquad k_0=\sqrt{2m\omega},\qquad \alpha=\kappa\sqrt{\frac{m}{2\omega}},\qquad x=\frac E\omega ,$$
where $\varepsilon_\infty$ and $\varepsilon_s$ are the dielectric constants with the ions frozen and with the ions free to respond.

## (a) How strong is the coupling?

The interaction of an electron at $\mathbf r$ with the phonons is
$$H_{\rm int}=\sum_{\mathbf Q}M_Q\,e^{i\mathbf Q\cdot\mathbf r}\,(b_{\mathbf Q}+b^\dagger_{-\mathbf Q}),$$
with $M_Q$ real and dependent on $Q=|\mathbf Q|$ alone. Find $M_Q^2$ from the force between two static electrons.

**Solution.** Place the electrons at $\mathbf r_1$ and $\mathbf r_2$ and set $\rho_{\mathbf Q}=e^{i\mathbf Q\cdot\mathbf r_1}+e^{i\mathbf Q\cdot\mathbf r_2}$. Relabelling $\mathbf Q\to-\mathbf Q$ in the creation term and using $\rho_{-\mathbf Q}=\rho_{\mathbf Q}^*$, the phonon Hamiltonian without its zero-point energy is
$$\sum_{\mathbf Q}\left[\omega b^\dagger_{\mathbf Q}b_{\mathbf Q}+M_Q(\rho_{\mathbf Q}b_{\mathbf Q}+\rho^*_{\mathbf Q}b^\dagger_{\mathbf Q})\right].$$
Completing the square gives
$$\sum_{\mathbf Q}\left[\omega\Big(b^\dagger_{\mathbf Q}+\frac{M_Q\rho_{\mathbf Q}}\omega\Big)\Big(b_{\mathbf Q}+\frac{M_Q\rho^*_{\mathbf Q}}\omega\Big)-\frac{M_Q^2|\rho_{\mathbf Q}|^2}\omega\right].$$
The shifted operators obey the same commutation rules, so the first term vanishes in the ground state. With $\mathbf r=\mathbf r_1-\mathbf r_2$ and $|\rho_{\mathbf Q}|^2=2+2\cos(\mathbf Q\cdot\mathbf r)$, the part that depends on separation is
$$U(r)=-\frac2\omega\sum_{\mathbf Q}M_Q^2\cos(\mathbf Q\cdot\mathbf r).$$

With frozen ions the repulsion is $1/(\varepsilon_\infty r)$; with relaxed ions it is $1/(\varepsilon_s r)$. The phonons must supply the difference, $U=-\kappa/r$. Since
$$\frac1r=\int\frac{d^3Q}{(2\pi)^3}\frac{4\pi}{Q^2}\cos(\mathbf Q\cdot\mathbf r),\qquad \sum_{\mathbf Q}\to V\int\frac{d^3Q}{(2\pi)^3},$$
comparison gives $2VM_Q^2/\omega=4\pi\kappa/Q^2$. From the definitions, $\kappa=\alpha\sqrt{2\omega/m}=2\alpha\omega/k_0$. Hence
$$M_Q^2=\frac{2\pi\omega\kappa}{VQ^2}=\frac{4\pi\alpha\omega^2}{Vk_0Q^2}.$$
The factor $1/Q^2$ expresses the long range of the electric field.

## (b) How does the envelope enter?

For emission with in-plane momentum transfer $\mathbf q$, add the squared matrix elements of all phonons that share this $\mathbf q$. Reduce the result to an integral over the density $\varphi^2$.

**Solution.** Write $\mathbf Q=(\mathbf q,q_z)$. The term that creates this phonon is $M_Qe^{-i\mathbf Q\cdot\mathbf r}b^\dagger_{\mathbf Q}$. The in-plane integral enforces $\mathbf k'=\mathbf k-\mathbf q$. The $z$ integral gives $G^*(q_z)$, where
$$G(q_z)=\int\varphi^2(z)\,e^{iq_zz}\,dz .$$
The oscillator factor is $\sqrt{n+1}$, whose square has thermal average $N+1$, with $N=1/(e^{\omega/k_BT}-1)$. The well breaks translation symmetry along $z$, so $q_z$ is not fixed. Phonons of different $q_z$ are different final states, so their probabilities add. With $V=AL_z$ and $\sum_{q_z}\to L_z\int dq_z/2\pi$,
$$\sum_{q_z}M_Q^2|G|^2=\frac{4\pi\alpha\omega^2}{Ak_0}\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}\,\frac{|G(q_z)|^2}{q^2+q_z^2}.$$

Insert $|G|^2=\iint\varphi^2(z)\varphi^2(z')e^{iq_z(z-z')}dz\,dz'$ and integrate over $q_z$ first. For $s=z-z'>0$ the contour closes in the upper half-plane around the pole $q_z=iq$:
$$\int\frac{dq_z}{2\pi}\frac{e^{iq_zs}}{q^2+q_z^2}=\frac{2\pi i}{2\pi}\,\frac{e^{-qs}}{2iq}=\frac{e^{-qs}}{2q}.$$
The integral is even in $s$, so in general $s$ becomes $|s|$. Therefore
$$\sum_{q_z}M_Q^2|G|^2=\frac{2\pi\alpha\omega^2}{Ak_0}\,\frac{F(q)}q,\qquad F(q)=\iint\varphi^2(z)\varphi^2(z')e^{-q|z-z'|}dz\,dz'.$$
Summing over $q_z$ has turned the bulk factor $1/Q^2$ into the weaker $1/q$, multiplied by a form factor.

For a thin well, use $1-y\le e^{-y}\le1$ for $y\ge0$:
$$1-q\langle|z-z'|\rangle\le F(q)\le1 .$$
Here $\langle|z-z'|\rangle$ is the mean distance between two points drawn from $\varphi^2$. When it is much smaller than $1/q$, $F\to1$ whatever the shape of the envelope.

## (c) What is the emission rate, and what happens at its onset?

Apply the golden rule. Find the rate for any $E$, then its value as $E$ approaches $\omega$ from above.

**Solution.** The rate is
$$W_{\rm em}=2\pi(N+1)\sum_{\mathbf k'}\frac{2\pi\alpha\omega^2}{Ak_0}\frac{F(q)}q\,\delta\!\left(E'-E+\omega\right),\qquad E'=\frac{k'^2}{2m}.$$
Spin is conserved, so one spin orientation is counted. Let $\theta$ be the angle between $\mathbf k$ and $\mathbf k'$. Since $k'dk'=m\,dE'$,
$$\sum_{\mathbf k'}\to A\int\frac{k'dk'\,d\theta}{(2\pi)^2}=A\,\frac m{2\pi}\int_0^\infty dE'\int_0^{2\pi}\frac{d\theta}{2\pi}.$$
The density of states $m/2\pi$ is constant down to $E'=0$. The delta function sets $E'=E-\omega$, which lies in the range of integration if $E>\omega$. With angle brackets for the average over $\theta$,
$$W_{\rm em}=2\pi\cdot\frac m{2\pi}\cdot\frac{2\pi\alpha\omega^2}{k_0}(N+1)\Theta(x-1)\left\langle\frac{F(q)}q\right\rangle .$$
Now $m\omega=k_0^2/2$, so the prefactor $2\pi\alpha m\omega^2/k_0$ equals $\pi\alpha\omega k_0$:
$$\boxed{W_{\rm em}=\pi\alpha\omega\,(N+1)\,\Theta(x-1)\left\langle\frac{k_0F(q)}q\right\rangle},\qquad q^2=k^2+k'^2-2kk'\cos\theta .$$

At the onset $k'\to0$ and $k\to k_0$, so $q\to k_0$ for every angle and the average is trivial:
$$W_{\rm em}(E\to\omega^+)=\pi\alpha\omega\,(N+1)\,F(k_0).$$
Below $\omega$ the emission rate is zero, so it starts with a step of this height. Two facts produce the step: the final density of states is finite at zero energy, and the matrix element is finite there because the phonon must carry away the whole momentum $k_0$. A finite well width lowers the step through $F(k_0)$ but does not round it.

For a thin well at zero temperature, $F=1$ and $N=0$, and the height is $\pi\alpha\omega$. This is the value at threshold, not the emission rate at all energies.

## (d) How does the thin-well rate vary with energy?

Evaluate the angular average for $F=1$. Find the behaviour near threshold and at high energy, and treat absorption too.

**Solution.** Put $\chi=\theta/2$. Then $q^2=a^2\sin^2\chi+b^2\cos^2\chi$ with $a=k+k'$ and $b=|k-k'|$. The average becomes
$$\left\langle\frac1q\right\rangle=\frac2\pi I(a,b),\qquad I(a,b)=\int_0^{\pi/2}\frac{d\chi}{\sqrt{a^2\sin^2\chi+b^2\cos^2\chi}} .$$
The substitution $t=a\tan\chi$ gives
$$I(a,b)=\int_0^\infty\frac{dt}{\sqrt{(t^2+a^2)(t^2+b^2)}} .$$
Next let $s=\frac12(t-ab/t)$, which runs from $-\infty$ to $\infty$. Direct algebra gives
$$ds=\frac{t^2+ab}{2t^2}dt,\qquad s^2+ab=\frac{(t^2+ab)^2}{4t^2},\qquad s^2+\Big(\frac{a+b}2\Big)^2=\frac{(t^2+a^2)(t^2+b^2)}{4t^2}.$$
Combining the three,
$$\frac{ds}{\sqrt{(s^2+ab)\big(s^2+(\frac{a+b}2)^2\big)}}=\frac{2\,dt}{\sqrt{(t^2+a^2)(t^2+b^2)}} .$$
The left side integrated over all $s$ is $2I\big(\frac{a+b}2,\sqrt{ab}\big)$, and the right side gives $2I(a,b)$. So $I$ is unchanged when its arguments are replaced by their arithmetic and geometric means. Repetition brings both arguments to a common limit, the arithmetic-geometric mean $\mathrm{AGM}(a,b)$. For equal arguments $I(c,c)=\pi/2c$, hence $\langle1/q\rangle=1/\mathrm{AGM}(a,b)$.

For emission, one step of the means takes $(k+k',\,k-k')$ to $(k,\sqrt{k^2-k'^2})$. Energy conservation gives $k^2-k'^2=k_0^2$. Since $k/k_0=\sqrt x$,
$$W_{\rm em}^{\rm thin}=\frac{\pi\alpha\omega\,(N+1)\,\Theta(x-1)}{\mathrm{AGM}(1,\sqrt x)} .$$
The AGM grows with $x$, so the rate is largest at threshold and falls from there. For $x=1+\epsilon$ the second argument is $1+\epsilon/2$. Both means are then $1+\epsilon/4$ to first order, and the rate falls as $1-\epsilon/4$.

For $x\gg1$, use
$$\frac1{\mathrm{AGM}(1,\sqrt x)}=\frac2\pi\int_0^\infty\frac{dt}{\sqrt{(1+t^2)(x+t^2)}} .$$
The map $t\to\sqrt x/t$ leaves the integrand with its measure unchanged and exchanges the ranges below and above $t=x^{1/4}$. The integral is thus twice its lower part, where $t^2\le\sqrt x\ll x$ may be dropped beside $x$:
$$\frac1{\mathrm{AGM}(1,\sqrt x)}\simeq\frac2\pi\,\frac2{\sqrt x}\,\mathrm{arcsinh}(x^{1/4})\simeq\frac2\pi\,\frac{\ln(4\sqrt x)}{\sqrt x}.$$
Averaged evenly over angle, $q$ grows as $\sqrt x$, and the weaker coupling at large $q$ lowers the rate. The phonons actually emitted are weighted by $1/q$ and behave differently: the map $t\to ab/t$ in $I(a,b)$ takes $q$ to $k_0^2/q$, so in the thin-well limit half of them have $q<k_0$ at every energy above threshold. The logarithm comes from the wide range of $q$ between $k-k'$ and $k+k'$.

In absorption $N+1$ becomes $N$ and $k'^2=k^2+k_0^2$. The same step takes $(k'+k,\,k'-k)$ to $(k',k_0)$, so
$$W_{\rm abs}^{\rm thin}=\frac{\pi\alpha\omega\,N}{\mathrm{AGM}(1,\sqrt{1+x})} .$$
It has no threshold and tends to $\pi\alpha\omega N$ as $E\to0$.

## (e) What is $F$ for an infinite well of width $L$?

Find $F$ in closed form and the first correction to the thin-well rate.

**Solution.** With $\zeta=z/L$ and $c=2\pi$, the ground-state density is $g(\zeta)=2\sin^2\pi\zeta=1-\cos c\zeta$ on $0<\zeta<1$. Let $u=qL$ and $D=u^2+c^2$. The two orderings of the points contribute equally, so
$$F=2\int_0^1g(\zeta)J(\zeta)\,d\zeta,\qquad J(\zeta)=\int_0^\zeta g(\zeta')e^{-u(\zeta-\zeta')}d\zeta' .$$
Differentiation gives $J'+uJ=g$ with $J(0)=0$, whose solution is
$$J=\frac1u-\frac{u\cos c\zeta+c\sin c\zeta}D-\frac{c^2}{uD}e^{-u\zeta}.$$
The last coefficient follows from $J(0)=0$, because $1/u-u/D=c^2/(uD)$. The integrals needed are
$$\int_0^1g=1,\quad\int_0^1g\cos c\zeta=-\frac12,\quad\int_0^1g\sin c\zeta=0,\quad\int_0^1g\,e^{-u\zeta}=\frac{c^2(1-e^{-u})}{uD},$$
each over $\zeta$. Hence
$$F=\frac2u+\frac uD-\frac{2c^4(1-e^{-u})}{u^2D^2}.$$

For small $u$, $u/D\simeq u/c^2$ and $c^4/D^2\simeq1-2u^2/c^2$, while $(1-e^{-u})/u^2\simeq1/u-1/2+u/6$. The last term of $F$ becomes $-2/u+1-u/3+4u/c^2$. The poles cancel, leaving
$$F\simeq1-\Big(\frac13-\frac5{4\pi^2}\Big)qL .$$
By the expansion in part (b), the bracket is $\langle|z-z'|\rangle/L=0.2067$. In the rate, this correction is multiplied by $k_0/q$, so $q$ cancels:
$$\frac{W_{\rm em}}{\pi\alpha\omega(N+1)}\simeq\frac1{\mathrm{AGM}(1,\sqrt x)}-0.2067\,k_0L\qquad(x>1).$$
The first correction is the same at every energy. It requires $(k+k')L\ll1$, so at fixed $L$ it fails once the electron is fast enough.

## (f) Does the same electron show a step in the bulk?

Find the zero-temperature emission rate for free motion in three dimensions, with the same $m$ and $\alpha$.

**Solution.** All three momentum components are now conserved, and $k'^2dk'=mk'dE'$. With $\mu=\cos\theta$,
$$W_{\rm bulk}=2\pi\,\frac{4\pi\alpha\omega^2}{k_0}\,\frac{mk'}{4\pi^2}\int_{-1}^1\frac{d\mu}{k^2+k'^2-2kk'\mu}
=\frac{2\alpha m\omega^2}{k_0k}\ln\frac{k+k'}{k-k'} .$$
The prefactor is $\alpha\omega k_0/k$. Multiplying the logarithm's argument above and below by $k+k'$ gives $(k+k')^2/k_0^2=(\sqrt x+\sqrt{x-1})^2$. Therefore
$$W_{\rm bulk}=\frac{2\alpha\omega}{\sqrt x}\,\mathrm{arcsinh}\sqrt{x-1}\simeq2\alpha\omega\sqrt{x-1}\qquad(x\to1^+).$$
The matrix element at threshold is again finite, but the factor $k'$ in the density of states makes the rate start from zero.

## (g) What do the numbers say?

Take $m=0.07$, a phonon energy of 36 meV, $\varepsilon_\infty=11$, $\varepsilon_s=12$ and an infinite well with $L=5$ nm. These are round model parameters. Find the step height, compare the three rates, and judge the approximations.

**Solution.** In atomic units $\omega=1.323\times10^{-3}$, so
$$k_0=\sqrt{2(0.07)(1.323\times10^{-3})}=0.01361,\qquad \alpha=0.007576\sqrt{\frac{0.07}{2(1.323\times10^{-3})}}=0.0390 .$$
The thin-well step is
$$\pi\alpha\omega=0.1224\times1.323\times10^{-3}=1.62\times10^{-4}\ \text{a.u.}=6.70\ \text{ps}^{-1}.$$
The length $1/k_0$ is 3.9 nm, so $k_0L=1.286$ and this well is not thin. Its form factor $F(k_0)=0.780$ lowers the step to $0.780\times6.70=5.22\ \text{ps}^{-1}$. The linear formula would give $1-0.2067\times1.286=0.734$, which is the lower bound of part (b).

Zero-temperature emission rates in ps$^{-1}$ are:

| $E/\omega$ | thin well | 5 nm well | bulk |
|---|---|---|---|
| $1^+$ | 6.70 | 5.22 | 0 |
| 2 | 5.59 | 4.25 | 2.66 |
| 4 | 4.60 | 3.39 | 2.81 |
| 8 | 3.73 | 2.67 | 2.56 |

The well rates fall from their initial step, while the bulk rate rises from zero and then declines. At $E=8\omega$ the 5 nm well and the bulk differ by about 4% of the bulk value. This closeness is particular to this width and energy and is not a limit: the ratio of the two columns is 1.60, 1.21 and 1.04 at $x=2$, 4 and 8, still falling, and a change of $L$ moves the well column through $F(qL)$ while the bulk column does not depend on $L$.

The step was also tested by evaluating the golden rule with an explicit $q_z$ integral and with the delta function replaced by a Gaussian of standard deviation $0.002\,\omega$. Relative to the predicted height, the rate is negligible at $x=0.98$, 0.500 at $x=1$ and 0.994 at $x=1.02$. Half height at the centre is what a smeared step must give. The last value reflects the decline of the rate above threshold.

At 300 K, $N=0.331$. Just below threshold the electron can only absorb, at $1.40\ \text{ps}^{-1}$. Just above it, emission adds $1.331\times5.22=6.95\ \text{ps}^{-1}$, and the total jumps to $8.36\ \text{ps}^{-1}$, about six times the value below.

The second subband lies 645 meV, or $17.9\,\omega$, above the first. Reaching it requires $E>16.9\,\omega$ by absorption and $E>18.9\,\omega$ by emission, so the energies in the table are safe. Narrowing the well to 1 nm raises $F(k_0)$ to 0.949, but the gap scales as $L^{-2}$ and would be about 16 eV. That entry illustrates the limit $F\to1$; it does not describe a real well, whose finite barriers let the envelope spread.

The step found here is a result of lowest order in $\alpha$. Just above threshold the electron decays at a rate $W$, so its energy is defined only to about $W$. As an estimate, the step should therefore be altered within about $W$ of threshold. At zero temperature this is $\pi\alpha\omega=0.12\,\omega$, or 4 meV, for a thin well and $\pi\alpha\omega F(k_0)=0.096\,\omega$, or 3.4 meV, for the 5 nm well. The golden-rule rate is more secure farther away. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
mass = 0.07 electron masses
phonon energy = 36.0 meV = 1.322976e-03 hartree
eps_inf = 11.0, eps_static = 12.0 (dimensionless)
kappa = 0.007576 (dimensionless)
alpha = 0.03897 (dimensionless)
pi*alpha = 0.12241 (dimensionless)
k0 = 0.013609 1/bohr; 1/k0 = 3.888 nm
well width = 5.0 nm = 94.486 bohr
k0*L = 1.2859 (dimensionless)
F(k0) = 0.78034 (dimensionless)
mean |z-z'|/L = 0.206682 (dimensionless)
subband gap E21 = 644.6 meV = 17.91 phonon energies
thin-well step pi*alpha*omega = 1.61952e-04 a.u. = 6.6953 1/ps
step at well width = 1.26377e-04 a.u. = 5.2246 1/ps
smeared edge / step height at x=0.98, 1, 1.02: 7.7e-24, 0.5003, 0.9943
Emission at zero temperature, rates in 1/ps:
E/omega   thin well   finite well   bulk
  1.0      6.6953       5.2246     0.0000
  1.5      6.0344       4.6375     2.2916
  2.0      5.5881       4.2462     2.6564
  4.0      4.5959       3.3942     2.8067
  8.0      3.7276       2.6740     2.5619
Step height against width: L in nm, k0*L, F(k0), step in 1/ps
  1.0   0.2572   0.94894    6.3534
  2.0   0.5144   0.90179    6.0377
  5.0   1.2859   0.78034    5.2246
 10.0   2.5718   0.62858    4.2085
temperature = 300 K; phonon occupation N = 0.33057
Finite well at this temperature, rates in 1/ps:
E/omega   emission   absorption   total
  0.5     0.0000      1.5330     1.5330
  1.0     6.9517      1.4037     8.3553
  2.0     5.6498      1.2337     6.8835
(entries at E/omega = 1 are the values just above threshold)
```
